\section*{Weibull Fitting of Breakdown Times with Surviving Tunnel Junctions}

\section{What goes wrong when survivors are discarded}

One hundred tunnel junctions are held at a constant stress voltage, and the test is stopped after 600 s. Forty barriers have broken down; sixty are intact. The lifetimes are synthetic, drawn from a Weibull law with characteristic lifetime 1000 s, so the right answer is known. A Weibull fit to the forty breakdown times gives 354 s.

The optimizer is not at fault. The fit answers a different question: how long did junctions live, given that they died within 600 s? The same fit is also wrong in the opposite direction for early failures. It puts the time by which one junction in a million has failed at 0.77 s, whereas the true value is 0.10 s. The cure is to let each survivor state what it knows, namely that its lifetime exceeds the time for which it was watched.

\section{Four junctions by hand}

Let the probability of surviving beyond time $t$ be
\begin{equation}
S(t)=e^{-(t/\eta)^\beta},\qquad \beta,\eta>0. \label{S}
\end{equation}
The shape $\beta$ sets the spread of $\ln t$. The scale $\eta$ is the characteristic lifetime, at which $S=1/e$ and 63.2\,\% have failed. The probability density of breakdown is
\begin{equation}
f(t)=-\frac{dS}{dt}=\frac{\beta}{t}\left(\frac t\eta\right)^\beta e^{-(t/\eta)^\beta}.
\end{equation}

Take four junctions and a stop time $c=400$ s. One fails at 100 s, one fails just before the stop and is recorded at 400 s, and two survive. A failure contributes $f(t)$ to the likelihood; a survivor contributes $S(c)$. With times measured in units of $c$, $h=\eta/c$ and $L=\ln4$, the log-likelihood is, up to a constant,
\begin{equation}
\ell=2\ln\beta-2\beta\ln h-(\beta-1)L-\frac{4^{-\beta}+3}{h^\beta}.
\end{equation}
The 3 comes from the late failure and the two survivors. Setting the derivative with respect to $\ln h$ to zero gives
\begin{equation}
-2\beta+\beta\frac{4^{-\beta}+3}{h^\beta}=0
\quad\Rightarrow\quad h^\beta=\frac{4^{-\beta}+3}{2}. \label{toyscale}
\end{equation}
All four junctions enter the numerator, but the denominator counts the two failures.

Inserting this $h$ into $\ell$ leaves a function of $\beta$. Its derivative, divided by $2L$, is
\begin{equation}
G(\beta)=\frac1{\beta L}-\frac12+\frac1{1+3\cdot4^\beta}.
\end{equation}
At $\beta=3/2$, $4^\beta=8$ and $G=0.481-0.500+0.040>0$. At $\beta=2$, $4^\beta=16$ and $G=0.361-0.500+0.020<0$. The best shape lies between these values.

Without the survivors, the 3 becomes 1 in both equations. The two values of $G$ are then $0.09$ and $-0.08$, so this root lies in the same interval. Holding the shape at $3/2$ for comparison,
\begin{align}
\text{all four: }&\eta=400\left(\tfrac{25}{16}\right)^{2/3}\approx540\ \text{s},\\
\text{failures only: }&\eta=400\left(\tfrac{9}{16}\right)^{2/3}\approx270\ \text{s}.
\end{align}
The conclusion does not depend on that choice of shape. For every $\beta>0$, $(4^{-\beta}+3)/2>1$ and $(4^{-\beta}+1)/2<1$. The first scale lies above the stop time and the second below it.

\section{The general fit}

Let junction $i$ have recorded time $t_i$ and flag $\delta_i=1$ if it failed, $0$ if it survived. There are $r=\sum_i\delta_i$ failures and $s$ survivors. Lifetimes are independent. Stop times may differ, but they must carry no information about the remaining life; removing junctions because they look weak would violate this. Multiplying the factors $f(t_i)$ and $S(t_i)$ gives
\begin{equation}
\ell=r\ln\beta-r\beta\ln\eta+(\beta-1)\sum_i\delta_i\ln t_i
-\sum_i\left(\frac{t_i}{\eta}\right)^\beta. \label{like}
\end{equation}
At fixed $\beta$,
\begin{equation}
\frac{\partial\ell}{\partial\ln\eta}
=-r\beta+\beta\sum_i\left(\frac{t_i}{\eta}\right)^\beta=0
\quad\Rightarrow\quad
\eta^\beta=\frac1r\sum_i t_i^\beta. \label{scale}
\end{equation}
This is a maximum, because the second derivative is $-\beta^2\sum_i(t_i/\eta)^\beta<0$. Substitution into (\ref{like}) makes the last sum equal to $r$:
\begin{equation}
\ell_p=r\ln\beta-r\ln\left(\frac1r\sum_i t_i^\beta\right)
+(\beta-1)\sum_i\delta_i\ln t_i-r.
\end{equation}
Define the mean log failure time and a weighted mean over all junctions,
\begin{equation}
m=\frac1r\sum_i\delta_i\ln t_i,\qquad
A(\beta)=\frac{\sum_i t_i^\beta\ln t_i}{\sum_i t_i^\beta}.
\end{equation}
Then $d\ell_p/d\beta=r\,g(\beta)$, with
\begin{equation}
g(\beta)=\frac1\beta+m-A(\beta). \label{score}
\end{equation}

Differentiating the quotient $A$ gives the weighted mean of $(\ln t)^2$ minus $A^2$, which is a variance. Hence
\begin{equation}
g'(\beta)=-\frac1{\beta^2}-\operatorname{Var}_{t^\beta}(\ln t)<0.
\end{equation}
As $\beta\to0$, $g\to+\infty$. As $\beta\to\infty$, the longest time dominates $A$, so $g\to m-\ln t_{\max}$. This is negative if there is at least one failure and not all failures lie at $t_{\max}$. Under that condition $g$ has one root, $\ell_p$ rises before it and falls after it, and the root is the global maximum.

A safe starting point follows from $A\le\ln t_{\max}$:
\begin{equation}
g(\beta)\ge\frac1\beta-(\ln t_{\max}-m)
\quad\Rightarrow\quad
g(\beta_0)\ge0,\quad \beta_0=\frac1{\ln t_{\max}-m}. \label{start}
\end{equation}
The algorithm is:
\begin{enumerate}
\item Subtract $\ln t_{\max}$ from all logarithms. This leaves $g$ unchanged and keeps $t^\beta$ from overflowing.
\item Start at $\beta_0$ and double an upper limit until $g\le0$ there.
\item Take Newton steps $\beta\to\beta-g/g'$, replacing any step that leaves the bracket by bisection.
\item At the root, obtain $\eta$ from (\ref{scale}), restoring the subtracted logarithm.
\end{enumerate}

\section{The hundred junctions}

The forty failure times are listed in the numerical output. Their mean logarithm is $m=5.605184$, with times in seconds, and $\ln600=6.396930$. Equation (\ref{start}) gives
\begin{equation}
\beta_0=\frac1{6.396930-5.605184}=1.2630.
\end{equation}
Newton steps lead to $1.4219$, $1.4432$ and $1.4435$. At the root $A=6.297953$, and the balance in (\ref{score}) is visible:
\begin{equation}
A-m=0.692769=\frac1{1.443483}.
\end{equation}
In the scale equation the sixty survivors contribute 60 to $\sum_i(t_i/c)^\beta$ and the forty failures about 16.8. Therefore
\begin{equation}
\hat\eta=600\left(\frac{76.8}{40}\right)^{1/1.4435}\ \text{s}\approx943\ \text{s}.
\end{equation}
The failures-only fit has shape 2.25 and scale 354 s, a factor 0.376 of the censored estimate.

\subsection*{Uncertainty}

Use $a=\ln\eta$ and $b=\ln\beta$ as variables, and write $u_i=\ln(t_i/\eta)$, $w_i=e^{\beta u_i}$. The first derivatives of (\ref{like}) are
\begin{align}
\ell_a&=\beta\Bigl(\sum_i w_i-r\Bigr),\\
\ell_b&=r+\beta\sum_i\delta_iu_i-\beta\sum_iw_iu_i.
\end{align}
Since $\partial w_i/\partial a=-\beta w_i$ and $\partial w_i/\partial b=\beta u_iw_i$, a second differentiation gives
\begin{align}
\ell_{aa}&=-\beta^2\sum_iw_i=-\beta^2r,\\
\ell_{ab}&=\ell_a+\beta^2\sum_iw_iu_i=\beta^2\sum_iw_iu_i,\\
\ell_{bb}&=(\ell_b-r)-\beta^2\sum_iw_iu_i^2
=-r-\beta^2\sum_iw_iu_i^2,
\end{align}
where the final forms use $\ell_a=\ell_b=0$ at the maximum. The observed information is minus this matrix:
\begin{equation}
J=\begin{pmatrix}
\beta^2r&-\beta^2\sum_iw_iu_i\\
-\beta^2\sum_iw_iu_i&r+\beta^2\sum_iw_iu_i^2
\end{pmatrix}.
\end{equation}
For a large sample, $J^{-1}$ approximates the covariance of $(\ln\hat\eta,\ln\hat\beta)$. Here the standard error of $\ln\hat\eta$ is 0.1365, so the approximate 95\,\% interval is $943\,e^{\pm1.96\times0.1365}$ s, or 720 to 1230 s. It contains the true 1000 s. In 2000 repetitions of the experiment, such intervals covered the true scale in 94\,\% of cases; nearly all misses are intervals that lie below the true value. The early tail is fixed far less well. The censored fit puts the one-in-a-million time at 0.066 s, and propagating $J^{-1}$ gives an approximate 95\,\% interval of 0.005 to 0.9 s. The upper end depends on the method: a profile-likelihood interval runs from 0.003 to 0.58 s and excludes the failures-only 0.77 s. Over repeated experiments the median censored estimate of this time is about 0.11 s, against about 0.86 s from failures alone, so keeping the survivors removes most of the systematic error. When the $J^{-1}$ interval misses, it nearly always lies above the true value. Forty failures cannot pin down this quantile.

\section{Why the discarded fit is low}

Let all survivors share the stop time $c$, let $s\ge1$, and let there be at least two distinct failure times. Mark failures-only estimates by $d$.

First consider the shape. Adding survivors at $c$, the top of the time range, raises the weighted mean $A$ at every $\beta$ but leaves $m$ alone. Thus $g$ for the full data is negative at $\beta_d$. Since $g$ decreases, its root lies to the left: $\hat\beta<\beta_d$. Discarding survivors makes the lifetimes look too uniform.

Next consider the scale. For failures alone,
\begin{equation}
\left(\frac{\eta_d}{c}\right)^{\beta_d}
=\frac1r\sum_{\rm failures}\left(\frac{t_i}{c}\right)^{\beta_d}<1,
\end{equation}
because no term exceeds 1 and at least one is smaller. Hence $\eta_d<c$, whatever the true lifetime. If the test stops at or before the true $\eta$, the underestimate is certain in every such sample.

With survivors retained,
\begin{equation}
\left(\frac{\hat\eta}{c}\right)^{\hat\beta}
=\frac1r\left[\sum_{\rm failures}\left(\frac{t_i}{c}\right)^{\hat\beta}+s\right]>\frac sr.
\end{equation}
If at least half the junctions survive, $s\ge r$ and
\begin{equation}
\eta_d<c<\hat\eta .
\end{equation}
This ordering is algebraic and does not require Weibull data. It says nothing about whether a Weibull law describes those data.

The 2000 repetitions show the size of the effect. The median censored estimate was 995 s; the median failures-only estimate was 380 s, and the largest was 459 s. The mean censored estimate was 1022 s, a finite-sample bias of about 2\,\% relative to the true scale.

\section{More junctions do not help}

To find the large-sample limit, define $Z=(t/\eta)^\beta$ with the true parameters. Equation (\ref{S}) gives $P(Z>z)=e^{-z}$. Failures alone follow this exponential law cut off at
\begin{equation}
\tau=\left(\frac c\eta\right)^\beta=0.6^{1.5}=0.465.
\end{equation}
Let $E$ denote an average over that truncated law. A Weibull fit to $Z$ with shape $k$ and scale $\lambda$ obeys
\begin{equation}
\frac1k+E[\ln Z]-\frac{E[Z^k\ln Z]}{E[Z^k]}=0,\qquad
\lambda^k=E[Z^k]. \label{limit}
\end{equation}
Since $(Z/\lambda)^k=[t/(\eta\lambda^{1/\beta})]^{\beta k}$, translation back to time gives
\begin{equation}
\beta_d\to\beta k,\qquad \eta_d\to\eta\lambda^{1/\beta}.
\end{equation}
For this test $k=1.481$ and $\lambda=0.2347$, hence $\beta_d\to2.22$ and $\eta_d\to381$ s. A synthetic sample of 200\,000 junctions gave 2.22 and 381 s without survivors, but 1.50 and 997 s with them. A larger sample sharpens the wrong answer. This holds for the fit that treats the failures as a complete sample. A likelihood built from $f(t)/[1-S(c)]$ accounts for the cutoff and recovers $\eta$ from failures alone in a large sample, but it is imprecise: for the forty failures it gives 424 s, and in about a quarter of repeated experiments its maximum runs off to very large $\eta$.

For a very short test, $\tau\to0$ and $V=Z/\tau$ becomes uniform on $(0,1)$. Then $E[\ln V]=-1$, $E[V^k]=1/(k+1)$ and $E[V^k\ln V]=-1/(k+1)^2$. The shape condition becomes
\begin{equation}
\frac1k-1+\frac1{k+1}=0
\quad\Rightarrow\quad k^2-k-1=0,
\end{equation}
so $k=\varphi=(1+\sqrt5)/2=1.618$. Using $k+1=k^2$,
\begin{equation}
\frac\lambda\tau=(k+1)^{-1/k}=\varphi^{-2/\varphi}=0.552,
\qquad \eta_d\to c\,(0.552)^{1/\beta}.
\end{equation}
The true $\eta$ has dropped out: at fixed shape, the fitted lifetime measures the duration of the test.

The early tail behaves differently. The time by which a fraction $p$ has failed is $t_p=\eta q^{1/\beta}$, with $q=-\ln(1-p)$. In the large-sample limit,
\begin{equation}
\frac{t_{p,d}}{t_p}=\left(\lambda\,q^{1/k-1}\right)^{1/\beta}.
\end{equation}
When $k>1$, this ratio grows without bound as $q\to0$. At one part per million it is $0.757/0.100\approx7.6$ here. Discarding survivors is therefore not a conservative shortcut for a memory array whose specification concerns its first failures.

\section{Where the claim reverses}

For $c>\eta$ the algebraic proof no longer guarantees $\eta_d<\eta$. Numerical solution of (\ref{limit}) at $\tau=0.001$, 0.01, 0.1, 0.5, 1, 2, 4, 7, 10 and 15 gave $\lambda<1$ each time. This is evidence at those points, not a proof for all $\tau$.

A reversal exists much farther out. It is derived here for the ordering of $\hat\eta$ and $\eta_d$; high-precision solution of (\ref{limit}) shows $\lambda$ crossing 1 at the same $\tau$, by a negligible amount. Take a large complete sample of $Z$, whose fit is $k=\lambda=1$, and add one survivor at $\tau$. Its weight per failure is $\epsilon=1/r$. Put $k=1+\kappa$, $\alpha=1-\gamma$, with $\gamma$ Euler's constant. For the exponential law, $E[Z]=1$ and $E[Z\ln Z]=\alpha$; with weight $Z$, the variance of $\ln Z$ is $\pi^2/6-1$. To first order, the survivor raises $A$ by $\epsilon\tau(\ln\tau-\alpha)$, so the shape equation gives
\begin{equation}
-\kappa-\kappa\left(\frac{\pi^2}{6}-1\right)-\epsilon\tau(\ln\tau-\alpha)=0,
\end{equation}
or $\kappa=-6\epsilon\tau(\ln\tau-\alpha)/\pi^2$. The scale equation gives $\ln\lambda=\alpha\kappa+\epsilon\tau$. Therefore
\begin{equation}
\ln\lambda=\frac\tau r\left[1-\frac{6\alpha(\ln\tau-\alpha)}{\pi^2}\right].
\end{equation}
The survivor raises the scale directly but lowers the shape, which pulls the scale down. To this order, the second effect wins when $\ln\tau>\alpha+\pi^2/(6\alpha)$, or $\tau>74.7$. With 400\,000 failures placed at the exponential quantiles, adding a survivor at $\tau=50$ changed the fitted log scale by $+1.29\times10^{-5}$; at $\tau=120$ the change was $-3.60\times10^{-5}$. The threshold is first order in the survivor's weight and needs a very large $r$. At finite $r$ the reversal is confined to a window of $\tau$. With 10\,000 failures it begins between $\tau=80$ and 100 and ends near $5\times10^7$; with 2000 failures it runs from about 200 to about 4000; and with 40, 100 or 1000 failures the survivor raised the scale at every $\tau$ tried between 20 and $10^6$.

Under the Weibull law the survival probability at the reversal is $3.6\times10^{-33}$. A survivor this extreme points to a different population, or to a junction that was never properly stressed, and should be examined before any fit.

\section{Real barriers}

The example is set in the regime of magnetic memory junctions, with rough parameters: a 1.1 nm barrier at 1.2 V, hence 10.9 MV/cm, a diameter of 50 nm and a resistance--area product of 10 $\Omega\,\mu$m$^2$. The stress is deliberately above normal operation. Real devices break the assumption of identical junctions. Suppose life varies as $e^{-30V}$ ($V$ in volts) at fixed thickness and depends on field. A 1\,\% thickness spread then gives a log-life spread of $30\times1.2\times0.01=0.36$. An 8\,\% resistance spread makes the heating uneven. With the 28 K rise and 0.5 eV activation energy given below, it contributes $[0.5\ \mathrm{eV}/(k_BT^2)]\times28\ \mathrm{K}\times0.08=0.12$ at $T=328$ K. If the resistance spread comes wholly from thickness, this adds directly to 0.36, because a thinner barrier has both a higher field and a lower resistance. If breakdown can start anywhere on the barrier, $(t/\eta)^\beta$ is proportional to area, so $\eta$ varies as area$^{-1/\beta}$; a 3\,\% diameter spread then gives $2\times0.03/1.5=0.04$. Combining this independent part in quadrature gives 0.48 in total; if the 8\,\% includes the 6\,\% caused by the diameter spread, the total is 0.44 to 0.46. For a large model population with this spread, the censored fit gives about 960 s, 5\,\% below that population's actual 63.2\,\% life of 1014 s. If instead 2\,\% of junctions live 100 times shorter, the fit gives about 1120 s against an actual 986 s, 13\,\% high, and the shape falls to 1.19. Both errors in the scale are smaller than the loss from discarding survivors, which is 62\,\% for identical junctions and 64\,\% in these two populations. The early tail fares worse. With the spread, the censored fit puts the one-in-a-million time about 40\,\% too low. With the weak junctions, it puts the 1\,\% time about three times too high, no better than the failures-only fit. A single Weibull law should not be extrapolated through a weak subpopulation.

Effects common to all junctions leave the fit intact but change the conditions to which it belongs. With an assumed thermal resistance of $10^5$ K/W, 0.28 mW heats the junction by 28.3 K; an activation energy of 0.5 eV then shortens life by a factor 5.3 relative to 300 K. The power $V^2/R$ takes the resistance--area product as its value at the stress voltage. If it is a low-bias value, the conductance at 1.2 V is generally higher: simple WKB barriers give 1.2 to 2 times the low-bias conductance, a rise of 34 to 55 K and a factor of 7 to 20. The thermal resistance of a 50 nm pillar depends on the stack and can be several times larger: at $2.3\times10^5$ K/W the rise is about 65 K, the factor about 30, and the log-life spread grows from 0.48 to 0.59. A 100 $\Omega$ lead takes 23 mV from the junction and lengthens life by a factor 2.0 through the voltage alone, or 2.1 when the reduced heating is included. The drop is not quite common to all junctions: it is larger for a thinner, low-resistance barrier, and this lowers the thickness-driven spread from 0.48 to 0.41. These factors matter when stress results are carried to operating conditions. Recording failures at 1 s intervals shifts the fitted scale by only 0.1\,\%.

\section*{Calculated quantities}
\begin{verbatim}
true shape 1.50; true scale 1000 s
stop time 600 s; junctions 100
failures 40; survivors 60
failure times (s):
64.9 66.1 92.0 98.2 139.3 150.8 156.9 159.3 170.8 198.6
199.9 206.8 208.8 214.9 242.6 251.3 268.9 280.1 294.2 304.4
313.8 329.3 329.8 334.4 335.7 356.7 371.1 384.2 417.9 423.0
460.6 476.5 477.4 488.4 491.4 505.9 522.4 548.9 596.2 598.0
Newton shapes: 1.263032 1.421877 1.443173 1.443483 1.443483
mean ln(failure time/s) 5.605184
weighted mean ln(time/s) 6.297953
censored fit: shape 1.4435; scale 942.83 s
standard errors: ln scale 0.1365; ln shape 0.1478
95% scale interval 721.5 to 1232.0 s
failures only: shape 2.2548; scale 354.10 s
scale ratio failures-only/censored 0.3756
1 ppm life, true 0.1000 s
1 ppm life, censored fit 0.0657 s
1 ppm life, failures only 0.7729 s
tau 0.46476; expected failed fraction 0.37171
discard limit: k 1.48065; lambda 0.23475
discard limit: shape 2.2210; scale 380.54 s
discard limit: 1 ppm life 0.7566 s
short-test limit: k 1.61803; lambda/tau 0.55167
large sample, censored: 1.5012; 996.77 s
large sample, discarded: 2.2217; 380.70 s
reversal tau 74.702; survivor fraction 3.610e-33
ln-scale change, survivor at tau 50: 1.2935e-05
ln-scale change, survivor at tau 120: -3.6039e-05
replicas 2000; 95% interval coverage 0.9405
median scales: 995.44, 379.81 s
mean scales: 1021.59, 379.17 s
largest failures-only scale 459.39 s
barrier 1.1 nm; stress 1.2 V; field 10.91 MV/cm
diameter 50 nm; RA 10 ohm um2
voltage acceleration 30 per V
thickness spread 1.0%; resistance 8.0%
diameter spread 3.0%; activation 0.5 eV
thermal resistance 1.0e+05 K/W; ambient 300 K
power 0.2827 mW; heating 28.27 K
common heating shortens life by factor 5.290
ln-life spreads: field 0.360; heat 0.122
ln-life spreads: area 0.040; total 0.483
with spread: shape 1.4035; scale 959.11 s
with spread: actual 63.2% life 1013.85 s
weak junctions: 2%, each with life factor 0.01
with weak: shape 1.1893; scale 1117.39 s
with weak: actual 63.2% life 986.28 s
lead 100 ohm: drop 23.11 mV; life factor 2.000
1 s monitoring changes fitted scale by -0.0975%
\end{verbatim}
